Density fluctuations and the effective permittivity of a Clausius-Mossotti dielectric

An interlayer dielectric has the same mean density everywhere on the scale of a capacitor, but its density varies from place to place over nanometres. The problem is to find what these variations do to the permittivity that the capacitor measures.

Write the local density as ρ₀(1 + d), with ⟨d⟩ = 0 and ⟨d²⟩ = v, where angle brackets are volume averages. All permittivities are relative. Let k be the permittivity of uniform material at the density ρ₀, and let the local permittivity K obey the Clausius-Mossotti law with a fixed polarizability per unit:

(K − 1)/(K + 2) = x(1 + d), x = (k − 1)/(k + 2).

The response is linear and quasi-static. The variations are weak, long compared with molecular distances, and short compared with the sample. The mean density is held fixed throughout, unless a change is stated.

**(a) Expand K to second order in d and find its volume average. When is the expansion good?**

Solving the local law for K, with y = x(1 + d), gives

K = (1 + 2y)/(1 − y) = −2 + 3/(1 − y).

Since 1 − x = 3/(k + 2), we have x/(1 − x) = (k − 1)/3. Call this ratio t. Then

1 − y = (1 − x) − xd = (1 − x)(1 − td),

K = −2 + (k + 2)/(1 − td).

The geometric series 1/(1 − td) = 1 + td + t²d² + … turns this into

K = k + a d + b d² + …,

a = (k + 2)t = (k − 1)(k + 2)/3,

b = (k + 2)t² = (k − 1)²(k + 2)/9.

The linear term averages to zero, so

⟨K⟩ = k + bv.

The average rises because K is a convex function of density: a dense region gains more permittivity than an equally dilute region loses. The expansion needs |td| ≪ 1, a stricter demand than |d| ≪ 1 when k is large.

**(b) The field is not uniform inside the material. Find the effective permittivity to first order in v, first for a given field direction and then for isotropic fluctuations.**

The effective permittivity is defined by ⟨KE⟩ = k_eff⟨E⟩, taken along the mean field. Let the mean field be E₀ = E₀e, with e a unit vector, and write E = E₀ + E₁ + E₂ + …, where the index counts powers of d. Because the mean is prescribed, ⟨E₁⟩ = ⟨E₂⟩ = 0.

There is no free charge, so div(KE) = 0. Its first-order part is

k div E₁ + a E₀·∇d = 0.

Take Fourier components, d = Σ d_q exp(iq·r). Since curl E₁ = 0, each component of E₁ lies along its unit wavevector q̂. Hence

E₁,q = −(a/k) q̂(q̂·E₀) d_q.

For each wave not perpendicular to E₀, the minus sign makes the field component along E₀ weaker where that wave makes the material denser. Now collect the second-order terms of the mean displacement along e. The term k⟨E₂⟩ vanishes, which leaves

(k_eff − k)E₀ = bvE₀ + a⟨d e·E₁⟩.

The last average is a sum over wavevectors, in which each d_q meets its complex conjugate:

⟨d e·E₁⟩ = −(a/k)E₀ Σ |d_q|²(q̂·e)² = −(a/k) n v E₀,

where n is the average of (q̂·e)² weighted by |d_q|², and Σ|d_q|² = v. From part (a), a² = b(k + 2). Therefore

k_eff − k = bv − n a²v/k = bv[1 − n(k + 2)/k].

For three perpendicular field directions the values of n add up to 1, because q̂ is a unit vector. Isotropy makes them equal, so n = 1/3 and

k_eff − k = bv[3k − (k + 2)]/(3k) = 2bv(k − 1)/(3k).

Inserting b gives the result:

k_eff − k = 2(k − 1)³(k + 2)v/(27k).

To this order the shape of the isotropic spectrum drops out, and the variance alone matters. The shift is positive for k > 1: convexity wins over the field's avoidance of dense regions. Near k = 1 the shift tends to 2(k − 1)³v/9, so it fades quickly in dilute matter. For large k the relative shift tends to 2k²v/27. Since t is then close to k/3, the expansion holds only if k√v/3 is small.

The next correction is of third order in d if the fluctuations are skewed. If d and −d are statistically equivalent, odd orders cancel and the next correction is of order v².

A numerical solution of the field equations in a periodic cube with a random density field, averaged over three field directions, tests this coefficient. For k = 1.5, 3 and 8 the largest error relative to the formula was 7 × 10⁻⁶, after odd orders and the v² term had been removed.

**(c) Derive the shift again from coupled dipoles, now allowing a finite wavelength. Take each dipole to have no neighbours within a radius R, and a smooth density of dipoles beyond it.**

Measure polarization P in units of ε₀ times field, and let F be the local field that acts on a dipole. Then

P = 3x(1 + d)F.

In uniform material F = E + P/3, which returns P = (k − 1)E, as it should.

For a modulated polarization of wavevector q, the macroscopic field is −P_q for the part along q and zero for the part across q. Dipoles outside an infinitesimal sphere produce E + P/3 at its centre. From this we must subtract the field I of the smooth dipole density between radius zero and R, since no dipoles are there.

For P along q, let μ be the cosine of the angle from q, and s = qr. Per unit P,

I = ½ ∫ (ds/s) ∫ (3μ² − 1) cos(sμ) dμ,

with s from 0 to X = qR and μ from −1 to 1. Let j₀ = sin s/s and j₁ = −j₀′. Then ∫cos(sμ)dμ = 2j₀ and ∫μ²cos(sμ)dμ = −2j₀″. The function j₀ obeys j₀″ = −j₀ − 2j₀′/s, so the inner integral is

−6j₀″ − 2j₀ = 4(j₀ − 3j₁/s).

The same equation gives j₁′ = j₀ − 2j₁/s, and hence (j₁/s)′ = (j₀ − 3j₁/s)/s. The remaining integral is therefore that of a derivative. With j₁/s → 1/3 at s = 0,

I = 2[j₁(X)/X − 1/3] = −(2/3)(1 − f),

f = 3j₁(X)/X = 3(sin X − X cos X)/X³.

For P across q, averaging the dipole kernel over azimuth replaces 3μ² − 1 by −(3μ² − 1)/2, so I = (1 − f)/3. The local fields are then

along q: F_q = [−1 + 1/3 + (2/3)(1 − f)]P_q = −(2f/3)P_q,

across q: F_q = [1/3 − (1 − f)/3]P_q = (f/3)P_q.

Write either relation as F_q = T P_q. To first order P_q = 3x(d_q F₀ + F_q), with F₀ the mean local field, so

F_q = [3xT/(1 − 3xT)] d_q F₀.

Suppose that all wavevectors have nearly the same length, so that one f serves. For isotropic fluctuations one third of the weight belongs to the part along q and two thirds to the part across it. Along F₀,

⟨dF⟩ = vF₀[−(2xf/3)/(1 + 2xf) + (2xf/3)/(1 − xf)]

= 2v x²f²F₀/[(1 + 2xf)(1 − xf)].

The mean polarization is 3x(F₀ + ⟨dF⟩), which defines an effective ratio x_eff through P₀ = 3x_eff F₀. The mean fields still obey F₀ = E₀ + P₀/3, so k_eff follows from x_eff by the Clausius-Mossotti relation. The change of the ratio is

x_eff − x = 2v x³f²/[(1 + 2xf)(1 − xf)].

Since k = −2 + 3/(1 − x), a small change of x is multiplied by 3/(1 − x)² = (k + 2)²/3. At long wavelength f = 1, with 1 + 2x = 3k/(k + 2) and 1 − x = 3/(k + 2). Thus

k_eff − k = [(k + 2)²/3] × 2v(k − 1)³/[9k(k + 2)] = 2(k − 1)³(k + 2)v/(27k),

as before. At f = 1, numerical solutions of the dipole and field equations for k = 3 and 10% rms density variation differed by at most 4.4 × 10⁻¹⁶ in any component of the permittivity tensor. Such agreement is expected at any amplitude: at f = 1 the relation F = E + P/3 holds at every point, so the two sets of equations are the same, and the comparison confirms that equivalence rather than testing the formula afresh.

The dipole picture shows where the rise comes from. Modulated polarization along q opposes the local field, while that across q supports it. The supporting part has the larger net effect after averaging over directions.

**(d) What happens for layers, and for other laws relating permittivity to density?**

If the density varies in layers, all wavevectors point along the layer normal. A field along the layers has n = 0, and a field across them has n = 1:

along: k_eff − k = bv,

across: k_eff − k = bv[1 − (k + 2)/k] = −2bv/k.

The sign therefore depends on the texture. The shift vanishes at n = k/(k + 2), which exceeds the isotropic value 1/3 for every k > 1.

For another smooth density law, K = k + a d + b d² + … still holds with new coefficients a and b, but the relation a² = b(k + 2) in general does not. The field calculation of part (b) then gives k_eff − k = v(b − na²/k). The isotropic shift is

k_eff − k = v[b − a²/(3k)].

If local fields are ignored, K − 1 is proportional to density. Then a = k − 1 and b = 0, and the shift is −(k − 1)²v/(3k): a fall instead of a rise.

If the cube root of K is linear in density, put u = k^(1/3) and c = u − 1, so that K = (u + cd)³. Then a = 3u²c and b = 3uc², while a²/(3k) = 9u⁴c²/(3u³) = 3uc². The two terms cancel, and the shift vanishes at order v. The sign thus depends on whether b exceeds a²/(3k), that is, on the curvature of the density law compared with the square of its slope. The Clausius-Mossotti law is curved enough to give a rise.

**(e) Evaluate the shift for k = 3.00, an rms density variation of 10%, a wavelength of 10 nm and R = 0.40 nm, in a capacitor gap of 50 nm. Which neglected effects compete with it?**

Here v = 0.0100, x = 0.4000 and a = 2 × 5/3 = 3.3333. The two contributions are

bv = (2² × 5/9) × 0.0100 = 0.02222,

−a²v/(3k) = −(3.3333² × 0.0100)/9 = −0.01235.

Their sum is

k_eff − k = +0.00988,

or 0.329% of k. The capacitance per area, ε₀k/gap, is 0.05313 µF/cm² for uniform material and rises by 1.75 × 10⁻⁴ µF/cm². Dividing the shift by a gives the equivalent rise in mean density, 2(k − 1)²v/(9k) = 0.296%. To detect the effect, one must know the mean density better than that.

Two corrections to the formula itself can be sized from the work above. A full solution for one random density field, with odd orders removed, gives +0.00997, which is 0.95% above the formula. For the finite wavelength, X = 2π × 0.40/10.0 = 0.2513 and f = 0.99370. Part (c) then multiplies the shift by 0.9861, a reduction of 1.4%. Two more are left out. The derivation assumes an unbounded medium, while the metal plates here are only five wavelengths apart; they add a relative correction proportional to wavelength/gap. If the density statistics run unchanged up to the plates, n falls by about wavelength/(16 × gap), here from 0.333 to 0.321, and the shift rises by about 5%, more than either correction above. Skewed density variations add a third-order term, which at this amplitude can reach a few per cent of the shift for a skewness of order one.

The field also varies. From part (b), its first-order rms variation along E₀ is (a/k)√(v/5), because (q̂·e)⁴ averages to 1/5 over directions. This is 4.97%. At an applied field of 1.0 MV/cm, a point three standard deviations high sees, to first order, 1.149 MV/cm, or 0.23 of a rough breakdown field of 5 MV/cm. That point is not the maximum, and sharp defects are outside the model.

These parameters lie in the rough regime of a dense organosilicate interlayer film. A permittivity near 3 is typical of such films; the density variation and its wavelength are round assumptions, not measured values. Real films can break the model's assumptions in several ways:

- **Texture.** Layered growth with the same v would give +0.02222 for a field along the layers and −0.01481 across them.
- **Density law.** In a bonded network the polarizability of a unit can change with its surroundings. Replacing the local law by one linear in density, at the same k, moves the shift to −0.00444.
- **Absorbed water.** Spherical inclusions filling 0.50% of the volume, with a rough bulk permittivity of 80, add 0.04047 if they replace film material. This is about four times the fluctuation shift; water that fills existing empty pores adds more. Confined water may respond differently, so the number is a size and not a bound.
- **Temperature.** With a rough volume expansion of 3 × 10⁻⁵ per K and free expansion, heating by 80 K lowers the mean density and changes k by −0.00799.
- **Finite volume.** A region of 50 × 100 × 1000 nm³ holds 40000 blocks of edge 5 nm. If each block had its own independent density with variance v, k would scatter between such regions by a√v/√40000 = 0.00167. This requires disorder at long wavelengths too: isotropic variations confined to wavelengths near 10 nm average out better, with a scatter some 5 to 20 times smaller for this region.

Of the effects sized here, water is the largest. A measured permittivity near 3 therefore cannot reveal the fluctuation shift unless moisture, mean density and texture are controlled.

**(f) Does a small variance suffice? Test the formula on sharp, empty spherical pores of volume fraction p in a skeleton of permittivity k_s.**

In a pore d = −1, and in the skeleton d = p/(1 − p). Hence

v = p + (1 − p)p²/(1 − p)² = p/(1 − p).

For a case that can be solved, fill space with coated spheres of many sizes, each with an empty core of volume fraction p. Scale one sphere to outer radius 1 and place it in a medium of permittivity k_eff under unit field. The radial dependence of the potential is Ar in the core, Br + C/r² in the shell and r outside. Continuity of potential and normal displacement requires

A = B + C/p, A = k_s(B − 2C/p),

B + C = 1, k_eff = k_s(B − 2C).

The first pair gives C = gB with g = p(k_s − 1)/(2k_s + 1). The second pair then gives

k_eff = k_s(1 − 2g)/(1 + g).

Each sphere leaves the outside field undisturbed, so this holds for the whole assembly.

For p = 0.10 and k_s = 3.00, the variance is 0.1111. Uniform material of the same mean density has k = 2.6875, while the coated spheres have k_eff = 2.7500. The true shift for this geometry is +0.0625; the weak-fluctuation formula gives +0.0690, about 10% too much.

The limit of few pores is more revealing. To first order in p,

coated spheres: k_eff = k_s − 3p k_s(k_s − 1)/(2k_s + 1),

uniform material: k = k_s − p(k_s − 1)(k_s + 2)/3.

Their difference is the true shift:

p(k_s − 1)[(k_s + 2)(2k_s + 1) − 9k_s]/[3(2k_s + 1)] = 2p(k_s − 1)³/[3(2k_s + 1)].

The formula, with v → p and k → k_s, gives 2p(k_s − 1)³(k_s + 2)/(27k_s). The ratio of formula to true shift is

(k_s + 2)(2k_s + 1)/(9k_s),

which is 35/27 for k_s = 3. The relative error does not vanish as v → 0, because d remains −1 inside every pore. Small variance is therefore not enough: the local amplitude td must be small as well. The 10% agreement at p = 0.10 belongs to that case and gives no general licence to use the formula for porous films.

The numerical output follows.

Table of computed values

```
INPUTS (round values, rough film regime)
k at mean density: 3.00
rms relative density variation: 10.0 %
variance v: 0.0100
fluctuation wavelength: 10.0 nm
exclusion radius R: 0.40 nm
gap, height, length: 50, 100, 1000 nm
applied field: 1.0 MV/cm
rough breakdown field: 5.0 MV/cm
rough volume expansion: 3.0e-05 per K
heating in use: 80 K
water volume fraction: 0.50 %
rough bulk water k: 80
MAIN RESULT
Clausius-Mossotti ratio x: 0.4000
slope a = dk/dd: 3.3333
gain of mean permittivity: +0.02222
loss by field avoidance: -0.01235
net shift of k: +0.00988
relative shift of k: 0.329 %
equivalent mean-density rise: 0.296 %
capacitance, uniform: 0.05313 uF/cm2
capacitance shift: 1.749e-04 uF/cm2
CHECKS
worst relative error, k=1.5, 3, 8: 7.0e-06
dipole minus Maxwell, largest: 4.4e-16
cube-root law, shift/v: 7.2e-11
NEGLECTED EFFECTS
full solution, even orders: +0.00997
full / formula: 1.0095
qR: 0.2513
finite-wavelength factor f: 0.99370
finite-wavelength shift / formula: 0.9861
shift, field along layers: +0.02222
shift, field across layers: -0.01481
n at which shift vanishes: 0.600
shift without local fields: -0.00444
independent blocks (5 nm edge): 40000
rms scatter of k, finite volume: 0.00167
thermal expansion shift: -0.00799
water shift: +0.04047
rms field variation along field: 4.97 %
three-sigma local field: 1.149 MV/cm
three-sigma / breakdown field: 0.230
SHARP PORES
porosity: 10 %, skeleton k: 3.00
variance v: 0.1111
k of uniform material, same density: 2.6875
coated-sphere k: 2.7500
coated-sphere shift: +0.0625
formula shift: +0.0690
```
